\section*{Optical-phonon resistivity of graphene: backscattering, softer modes and the superlinear crossover}

\section*{The question}

A doped graphene sheet has nearest-neighbour hopping amplitude $-t(b)$, where $b$ is the bond length and $\eta=-dt/db>0$. Each A atom at $\mathbf R$ has B neighbours at $\mathbf R+b\hat{\boldsymbol\delta}_j$, with
\[
\hat{\boldsymbol\delta}_1=(0,1),\quad
\hat{\boldsymbol\delta}_{2,3}=(\mp\tfrac{\sqrt3}{2},-\tfrac12),\quad
\mathbf K=\Big(\frac{4\pi}{3\sqrt3\,b},0\Big),\quad \mathbf K'=-\mathbf K .
\]
Two sets of optical phonons scatter the carriers: the zone-centre LO and TO pair, of energy $\hbar\omega_\Gamma$, and the zone-boundary $A_1'$ mode, of energy $\hbar\omega_K$. Their dispersion is neglected and they stay in equilibrium. Acoustic phonons are represented by an elastic momentum-relaxation rate proportional to $T|\varepsilon|$, the equipartition form that holds well above the Bloch--Gr\"uneisen temperature $T_{\rm BG}=2\hbar v_sk_F/k_B$, with $v_s$ the sound velocity. Impurities, substrate phonons, screening and carrier--carrier scattering are left out. Energies $\varepsilon$ are measured from the Dirac point, $s=\pm1$ labels the bands, and the carrier density is fixed.

\section*{(a) Matrix elements}

\textit{Find the angular dependence of scattering by both sets of phonons. Does either favour backscattering?}

\medskip
\textbf{Answer.} Let $w_j=e^{i b\mathbf K\cdot\hat{\boldsymbol\delta}_j}$. Then $w_1=1$, $w_2=w^*$ and $w_3=w$, with $w=e^{2\pi i/3}$, and
\[
\mathbf G\equiv\sum_j w_j\hat{\boldsymbol\delta}_j=\tfrac32(i,1).
\]
At $\mathbf K+\mathbf p$ the sum of the $w_j$ vanishes, so to first order in $p$ the A--B element of the Hamiltonian is
\[
-t\sum_j w_j\,ib\,\mathbf p\cdot\hat{\boldsymbol\delta}_j
=-itb\,\mathbf p\cdot\mathbf G=\hbar v\,p\,e^{-i\theta},\qquad \hbar v=\tfrac32tb ,
\]
where $\theta$ is the angle of $\mathbf p$. At $\mathbf K'+\mathbf p$, $\mathbf G^*$ replaces $\mathbf G$ and the element is $-\hbar v\,p\,e^{i\theta}$. The states of energy $s\hbar vp$ are therefore
\[
\mathbf K:\ \tfrac1{\sqrt2}(1,\,s e^{i\theta}),\qquad
\mathbf K':\ \tfrac1{\sqrt2}(1,\,-s e^{-i\theta}).
\]

Take a displacement pattern $\mathbf e_\kappa e^{i\mathbf Q\cdot\mathbf r}$ with $|\mathbf e_A|^2+|\mathbf e_B|^2=1$. Stretching a bond by $\ell$ changes its amplitude $-t$ by $+\eta\ell$. For $\mathbf k'=\mathbf k+\mathbf Q$ the Bloch phases give
\begin{align*}
m_{AB}&=\eta\sum_j\hat{\boldsymbol\delta}_j\cdot\big(\mathbf e_B e^{ib\mathbf k'\cdot\hat{\boldsymbol\delta}_j}-\mathbf e_A e^{ib\mathbf k\cdot\hat{\boldsymbol\delta}_j}\big),\\
m_{BA}&=\eta\sum_j\hat{\boldsymbol\delta}_j\cdot\big(\mathbf e_B e^{-ib\mathbf k\cdot\hat{\boldsymbol\delta}_j}-\mathbf e_A e^{-ib\mathbf k'\cdot\hat{\boldsymbol\delta}_j}\big).
\end{align*}

\textit{Zone centre.} Here $\mathbf e_B=-\mathbf e_A=(\cos\varphi,\sin\varphi)/\sqrt2$. Both momenta lie near $\mathbf K$, so $m_{AB}=\tfrac{3i}{\sqrt2}\eta e^{-i\varphi}$ and $m_{BA}=-\tfrac{3i}{\sqrt2}\eta e^{i\varphi}$. Between the spinors,
\[
|M|^2=\tfrac{9\eta^2}{8}\big|s e^{i(\theta-\varphi)}-s'e^{-i(\theta'-\varphi)}\big|^2
=\tfrac{9\eta^2}{4}\big[1-ss'\cos(\theta+\theta'-2\varphi)\big].
\]
LO and TO have polarizations $\varphi$ differing by $\pi/2$, so the cosines cancel in their sum. The total is $\tfrac92\eta^2F_\Gamma$ with $F_\Gamma=1$.

\textit{Zone boundary.} The $A_1'$ pattern has $\mathbf e_B=\tfrac12(i,1)$ and $\mathbf e_A=-\tfrac12(-i,1)$. To see that it is a normal mode, connect neighbours by springs of constant $\kappa$. Since $\hat{\boldsymbol\delta}_j\cdot(i,1)=w_j$ and $w_j^2=w_j^*$, bond $j$ stretches by $\tfrac12(w_j^2+w_j^*)=w_j^*$. The restoring forces, with sign reversed, are $-\kappa\mathbf G^*=3\kappa\mathbf e_A$ on A and $\kappa\mathbf G=3\kappa\mathbf e_B$ on B, so this is an eigenvector. Reversing $\mathbf e_A$ gives the other pattern invariant under threefold rotation about a hexagon centre. It has no bond stretch and the opposite mirror parity. Symmetry therefore fixes the $A_1'$ pattern even for more general forces.

For $\mathbf K\to\mathbf K'$ both elements equal $\eta(\mathbf G^*\cdot\mathbf e_B-\mathbf G\cdot\mathbf e_A)=3\eta$, and
\[
|M|^2=\tfrac{9\eta^2}{4}\big|s e^{i\theta}-s'e^{i\theta'}\big|^2
=\tfrac92\eta^2F_K,\qquad F_K=1-ss'\cos(\theta-\theta').
\]
The velocity points along $s\mathbf p$, so $ss'\cos(\theta-\theta')=\cos\chi$, where $\chi$ is the turning angle of the velocity. Thus $F_K=1-\cos\chi$ within and between bands: forward scattering vanishes and velocity reversal is favoured. The zone-centre pair has no such preference. Frozen displacements in a finite lattice test both factors.

\section*{(b) Transport equation}

\textit{Set up the linearized Boltzmann equation, keeping the phonon energies.}

\medskip
\textbf{Answer.} The squared quantum amplitude of a mode is $\hbar/(2M\omega N_c)$, for atomic mass $M$ and $N_c$ cells of area $A_c$. One valley and spin has $N_cA_c|\varepsilon'|/(2\pi\hbar^2v^2)$ final states per unit energy. The golden rule gives, apart from occupation factors, a rate $B_\lambda|\varepsilon'|$ with
\[
B_\lambda=\frac{2\pi}{\hbar}\,\frac{\hbar}{2M\omega_\lambda}\,\frac{9\eta^2r_\lambda}{2}\,\frac{A_c}{2\pi\hbar^2v^2}
=\frac{9\eta^2r_\lambda}{2\rho_m\omega_\lambda\hbar^2v^2},\qquad \rho_m=\frac{2M}{A_c}.
\]
The multiplier $r_\lambda$ is 1 for pure hopping modulation; other values allow a changed squared coupling.

Let $f_i$ be the Fermi function at $\varepsilon_i$ and $N$ the Bose number. For a force $\mathcal F$, write the distribution as $f_1+f_1(1-f_1)\psi_1$, with $\psi_1=\mathcal Fv\,\tau(\varepsilon_1)\cos\phi_1/k_BT$, where $\phi_1$ is the velocity angle. Detailed balance makes the net linearized flow between two states proportional to $\psi_1-\psi_2$. Dividing the balance of field and collisions by $f_1(1-f_1)\mathcal Fv/k_BT$ gives
\[
\cos\phi_1=\sum_2W_{12}\frac{1-f_2}{1-f_1}\big(\tau_1\cos\phi_1-\tau_2\cos\phi_2\big).
\]
For absorption, detailed balance reads $N(1-f_2)f_1=(N+1)f_2(1-f_1)$. Hence
\[
N\frac{1-f_2}{1-f_1}=N(1-f_2)+\frac{N(1-f_2)f_1}{1-f_1}=N+f_2 .
\]
The same step for emission gives $N+1-f_2$. With $R_{\lambda\pm}=B_\lambda|\varepsilon\pm\hbar\omega_\lambda|$ times the relevant factor, the angular average leaves
\[
1=\gamma_{\rm ac}\tau(\varepsilon)+\sum_{\lambda,\pm}R_{\lambda\pm}(\varepsilon)\big[\tau(\varepsilon)-c_\lambda\tau(\varepsilon\pm\hbar\omega_\lambda)\big],
\quad c_\lambda=\langle F_\lambda\cos\chi\rangle .
\]
Thus $c_\Gamma=0$ and $c_K=-\langle\cos^2\chi\rangle=-\tfrac12$. After scattering by $A_1'$ the mean velocity is opposite to the initial one and has half its magnitude.

The density of states, with spin and valley, is $2|\varepsilon|/(\pi\hbar^2v^2)$, and the average of $v_x^2$ is $v^2/2$. Therefore
\[
\sigma=\frac{e^2}{\pi\hbar^2}\int|\varepsilon|\,\tau(\varepsilon)\Big(-\frac{\partial f}{\partial\varepsilon}\Big)d\varepsilon .
\]
Setting $\gamma_{\rm ac}=\alpha Te^2|\varepsilon|/(\pi\hbar^2)$ makes the acoustic resistivity $\alpha T$, since the factors $|\varepsilon|$ cancel. The reduction from angles to $\tau(\varepsilon)$ is tested against an angle-resolved collision matrix.

\section*{(c) A closed form}

\textit{Obtain an analytic estimate of each optical contribution when $\mu-\hbar\omega_\lambda\gg k_BT$. What does it mean physically?}

\medskip
\textbf{Answer.} Define $\langle g\rangle=\int|\varepsilon|(-\partial f/\partial\varepsilon)g\,d\varepsilon$ and write the transport equation as $\mathcal L\tau=1$. Detailed balance makes $\mathcal L$ symmetric in this inner product. It is positive because each pair of energies contributes a positive weight times $\tau_1^2+\tau_2^2-2c_\lambda\tau_1\tau_2$, with $|c_\lambda|<1$. For any trial function $g$, the Schwarz inequality gives
\[
\langle g\rangle^2=\langle g\mathcal L\tau\rangle^2\le\langle g\mathcal Lg\rangle\langle\tau\rangle
\quad\Rightarrow\quad
\rho\le\frac{\pi\hbar^2}{e^2}\frac{\langle g\mathcal Lg\rangle}{\langle g\rangle^2}.
\]
Choose $g=1$, a rigid shift of the Fermi distribution. Up to exponentially small terms, $\langle1\rangle=\mu$. Absorption and emission contribute equally, so, using $-\partial f/\partial\varepsilon=f(1-f)/k_BT$,
\[
\langle\mathcal L1\rangle=\frac{2(1-c)BN}{k_BT}\int\varepsilon(\varepsilon+\hbar\omega)f(\varepsilon)[1-f(\varepsilon+\hbar\omega)]d\varepsilon .
\]
Detailed balance also gives
\[
f(\varepsilon)[1-f(\varepsilon+\hbar\omega)]=(N+1)[f(\varepsilon)-f(\varepsilon+\hbar\omega)].
\]
The bracket on the right has area $\hbar\omega$. It is the thermal derivative $-\partial f/\partial\varepsilon$ spread uniformly over an interval of length $\hbar\omega$. With $x=\varepsilon+\hbar\omega/2-\mu$, its mean is zero and the two variances add:
\[
\langle x^2\rangle_x=\frac{\pi^2(k_BT)^2}{3}+\frac{(\hbar\omega)^2}{12}.
\]
Since $\varepsilon(\varepsilon+\hbar\omega)=(\mu+x)^2-(\hbar\omega)^2/4$, the integral is $(N+1)\hbar\omega S$, where
\[
S=\mu^2-\frac{(\hbar\omega)^2}{6}+\frac{\pi^2(k_BT)^2}{3}.
\]
Substituting $B$ cancels $\omega$ and yields
\begin{equation*}
\rho_\lambda^{(1)}=a_\lambda r_\lambda\frac{9\pi\eta^2\hbar}{e^2\rho_mv^2k_BT}\,N_\lambda(N_\lambda+1)\frac{S_\lambda}{\mu^2},
\qquad a_\lambda=1-c_\lambda .
\end{equation*}
Thus $a_\Gamma=1$ and $a_K=3/2$.

This is an upper bound for the optical phonons acting alone, up to the exponentially small terms dropped. It need not be tight: in (e) at 300~K the two sets give a bound of 8.7~$\Omega$ against an actual 2.46~$\Omega$. It is also their first-order addition to a strong constant elastic rate $\gamma_0$: then $\tau\simeq1/\gamma_0-\mathcal L1/\gamma_0^2$, and inverting $\langle\tau\rangle$ gives the same expression. The numerical solution tests this second meaning. Once $\mu-\hbar\omega_\lambda$ is no longer large compared with $k_BT$, interband transitions enter and the dropped terms are no longer exponentially small; the equation in (b) keeps both bands.

\section*{(d) Temperature dependence and mode ratio}

\textit{Is the growth superlinear? Is there a threshold? What controls the ratio of the two contributions?}

\medskip
\textbf{Answer.} Put $z=\hbar\omega_\lambda/k_BT$. Then $N(N+1)=1/[4\sinh^2(z/2)]$ and $T\,dz/dT=-z$. Ignoring the slow factor $S/\mu^2$,
\[
\frac{d\ln\rho_\lambda^{(1)}}{d\ln T}=z\coth\frac z2-1 .
\]
Because $\tanh x<x$ for $x>0$, this exceeds 1. It approaches $z-1$ at low temperature and $1+z^2/6$ for small $z$. The growth is activated at first and tends to linear when $\mu\gg k_BT\gg\hbar\omega_\lambda$; the first inequality is needed for $S/\mu^2$ to stay slow. It is a smooth crossover with no threshold; a crossover temperature needs a criterion, such as a total 10\% above the acoustic line.

The mode ratio is
\[
\frac{\rho_K^{(1)}}{\rho_\Gamma^{(1)}}=\frac32\,\frac{r_K}{r_\Gamma}\,
\frac{\sinh^2(\hbar\omega_\Gamma/2k_BT)}{\sinh^2(\hbar\omega_K/2k_BT)}\,\frac{S_K}{S_\Gamma}.
\]
Backscattering supplies $3/2$. The softer mode's larger population supplies the hyperbolic factor, which tends to $(\omega_\Gamma/\omega_K)^2$ in the classical limit.

\section*{(e) Numerical case}

\textit{Use $b=1.42$~\AA, $t=3$~eV, $\eta=5$~eV/\AA, density $10^{13}$~cm$^{-2}$, $\hbar\omega_\Gamma=0.20$~eV, $\hbar\omega_K=0.16$~eV, $r_\lambda=1$ and $\alpha=0.1~\Omega$/K. Which mode dominates, why, and where does the total leave the acoustic line?}

\medskip
\textbf{Answer.} These round parameters give $v=9.71\times10^5$~m/s and $\rho_m=7.61\times10^{-7}$~kg/m$^2$. At 300~K, $\mu=0.355$~eV and $k_BT=0.02585$~eV. The common prefactor in (c) is
\[
\frac{9\pi(8.01\times10^{-9})^2(1.055\times10^{-34})}
{(1.602\times10^{-19})^2(7.61\times10^{-7})(9.71\times10^5)^2(4.14\times10^{-21})}
\simeq2.51\times10^3~\Omega .
\]
With $N_K=2.056\times10^{-3}$, $N_\Gamma=4.37\times10^{-4}$, $S_K/\mu^2=0.984$ and $S_\Gamma/\mu^2=0.965$,
\begin{align*}
\rho_K^{(1)}&\simeq1.5(2510)(2.060\times10^{-3})(0.984)\simeq7.6~\Omega,\\
\rho_\Gamma^{(1)}&\simeq2510(4.37\times10^{-4})(0.965)\simeq1.06~\Omega .
\end{align*}
Their ratio, 7.2, is the product of 1.5 from angle, 4.7 from population and 1.02 from $S$.

The full equation with acoustic scattering gives the following resistivities in ohms. Each mode's column is its excess over the acoustic line when it acts without the other optical set.
\begin{center}
\begin{tabular}{rrrrr}
$T$ (K) & total & $A_1'$ & $\Gamma$ pair & log slope\\
150 & 15.02 & 0.022 & 0.001 & 1.02\\
200 & 20.35 & 0.34 & 0.03 & 1.12\\
250 & 26.78 & 1.64 & 0.24 & 1.36\\
300 & 35.25 & 4.72 & 0.91 & 1.66\\
400 & 61.33 & 18.26 & 4.73 & 2.16\\
500 & 101.95 & 42.68 & 12.67 & 2.34
\end{tabular}
\end{center}
The last column is $d\ln\rho/d\ln T$ of the total. $A_1'$ dominates the optical part throughout this range, while acoustic scattering remains the larger part of the total at 300~K.

To separate causes at 300~K, change one property of $A_1'$ at a time. Without its angular preference its excess falls from 4.72 to 3.91~$\Omega$, a factor of 1.21. Raising its energy to $\hbar\omega_\Gamma$ reduces it to 1.14~$\Omega$, a factor of 4.13. The lower phonon energy is therefore the main reason for dominance here; backscattering strengthens it.

Why is the angular factor 1.21 rather than 1.5? The latter assumes constant $\tau$. Consider absorption from $\mu$ to $\mu+\hbar\omega_K$. From the inputs, $\gamma_{\rm ac}\simeq1.25\times10^{12}$~s$^{-1}$ at $\mu$ and $1.8\times10^{12}$~s$^{-1}$ at the upper energy. Emission back to $\mu$ has $B_K\mu\simeq8.5\times10^{12}$~s$^{-1}$ and occupation factor about $1/2$, hence $R\simeq4.3\times10^{12}$~s$^{-1}$. Taking $\tau(\mu)\simeq1/\gamma_{\rm ac}=0.80$~ps as a first estimate,
\[
\tau(\mu+\hbar\omega_K)\simeq\frac{1-\frac12(4.3)(0.80)}{1.8+4.3}~\text{ps}\simeq-0.12~\text{ps}.
\]
The full equation with $A_1'$ and acoustic scattering gives $\tau(\mu)=0.76$~ps and $\tau(\mu+\hbar\omega_K)=-0.10$~ps. The negative value means that velocity-reversing arrivals from $\mu$ outweigh the direct field response. The extra term $\tfrac12R\tau(\varepsilon')$ in the equation at $\mu$ is then small and negative, instead of adding half of $R\tau(\mu)$. Transitions centred on $\mu$, from about $\mu-\hbar\omega_K/2$ to $\mu+\hbar\omega_K/2$, join energies with similar $\tau$ and keep most of the angular effect. Those that start or end near $\mu$ lose it, and this weakens the nominal factor $3/2$.

The same variation of $\tau$ prevents simple addition of resistivities. At 300~K the two optical sets without acoustic scattering give 2.46~$\Omega$, yet together they add 5.25~$\Omega$ to the acoustic 30~$\Omega$. The inequality in (c) becomes an equality for $g=\tau$, so $\rho$ is a minimum over trial functions. The minimum for a sum of scattering operators cannot lie below the sum of their separate minima. Hence $\rho\ge\alpha T+\rho_{\rm optical\ alone}$, as found.

The total is 10\% above the acoustic line at 267~K. It is already superlinear at 200~K, where its logarithmic slope is 1.12, so the 10\% point is not a threshold. Without $A_1'$ the 10\% point moves to 384~K; doubling the squared $A_1'$ coupling brings it to 244~K. The crossover thus depends on the coupling and on the chosen acoustic slope. These temperatures belong to this model; they are not predictions for a particular sample. Two limits matter for real sheets. At this density $T_{\rm BG}$ is about 180~K for $v_s=2.1\times10^4$~m/s and 116~K for $1.36\times10^4$~m/s, so at 150--200~K the acoustic part itself lies a few per cent below a straight line and rises faster than $T$; the slopes 1.02 and 1.12 omit this. Carrier--carrier scattering, of order $(k_BT)^2/\hbar\mu\approx3\times10^{12}$~s$^{-1}$ at 300~K, is comparable to $\gamma_{\rm ac}$ and pushes $\tau$ towards the drifting form $g=\varepsilon$, for which the expression in (c) gives an $A_1'$ part of 8.8~$\Omega$ and an angular factor of 1.46. The numerical output below gives the remaining digits and checks.

\section*{Computed values}
\begin{verbatim}
bond 1.42 A, hopping 3.0 eV, eta 5.0 eV/A
Dirac velocity 9.708e+05 m/s
areal mass density 7.607e-07 kg/m^2
density 1.0e+13 cm^-2, Fermi energy 0.3582 eV
phonon energies: Gamma 0.20, K 0.16 eV
acoustic slope 0.1 ohm/K
A1' factor F: forward 0.0001, backward 1.9995
largest F error: K 0.0095, Gamma 0.0183
500 K coarse grid: reduced 101.94765, angle-resolved 101.94765 ohm
300 K: mu 0.3551 eV, kT 0.02585 eV
300 K Bose numbers: K 2.056e-03, Gamma 4.369e-04
300 K closed form: K 7.630, Gamma 1.058 ohm
300 K first-order solver: K 7.615, Gamma 1.057 ohm
300 K K log slope: formula 5.215, solver 5.249
With acoustic scattering; K, Gamma, both = excess; alone = no acoustic
T(K)  total  K  Gamma  both  alone (ohm)  log slope of total
150 15.023 0.0223 0.0009 0.0229 0.0040 1.015
200 20.354 0.3368 0.0304 0.3545 0.0943 1.124
250 26.779 1.6441 0.2381 1.7788 0.6543 1.362
300 35.246 4.7190 0.9103 5.2464 2.4554 1.665
400 61.334 18.2571 4.7309 21.3345 13.6457 2.165
500 101.948 42.6777 12.6739 51.9477 39.7088 2.344
300 K A1' without angular preference: 3.9141 ohm
300 K A1' at the Gamma energy: 1.1430 ohm
300 K ratio K/Gamma 5.184
factor from backscattering 1.206
factor from lower energy 4.129
classical-limit ratio K/Gamma 2.344
10% above acoustic line: both modes 266.7 K
10% above acoustic line: without A1' 383.7 K
10% above acoustic line: A1' coupling squared doubled 244.1 K
\end{verbatim}
